# Vineyard's attempt frequency from the harmonic flux through a dividing plane, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the flux to the ratio of frequencies

### A frequency that belongs to no mode

An atom sits in a well of a model potential with three vibrational frequencies: 2.84, 3.50 and 9.00 THz. It can leave over a barrier of 1 eV, and at the top of that barrier the unstable motion has a rate constant corresponding to 4.65 THz. Yet the attempt frequency, the factor in front of the Boltzmann exponential in the jump rate, is 2.32 THz. It is lower than each frequency of the well and half the unstable one. No normal mode at the well or at the saddle has this frequency, so what does it count?

A simple picture, in which an atom strikes the barrier once per vibration and succeeds with probability $e^{-\Delta V/k_BT}$, has no room for such a number. The picture is right for one coordinate in a harmonic well. With several coordinates, the rate also depends on how much room the system has sideways, at the well and at the barrier. Counting the equilibrium flux across a surface takes care of both.

### The system and its coordinates

Take $N$ Cartesian coordinates $x_i$ with masses $m_i$ and potential energy $V$. The motion is classical. If the whole system can translate freely, those translations are removed first, and $N$ counts the remaining coordinates; free rotations are assumed absent.

Mass-weighted coordinates put all masses into the lengths:

$$q_i=\sqrt{m_i}\,x_i,\qquad \sum_i \tfrac12 m_i\dot x_i^2=\tfrac12\sum_i\dot q_i^2 .\tag{1}$$

In these coordinates the kinetic energy has no preferred direction. The matrix of second derivatives becomes

$$H_{ij}=\frac{\partial^2V}{\partial q_i\partial q_j}=\frac{\Phi_{ij}}{\sqrt{m_im_j}},\qquad \Phi_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j},\tag{2}$$

because each derivative with respect to $q_i$ brings a factor $1/\sqrt{m_i}$. Newton's equation near a stationary point is $\ddot q=-H(q-q_0)$, so the eigenvalues of $H$ are squared angular frequencies.

Two stationary points matter.

- At the minimum $A$, with energy $V_A$, the matrix $H_A$ has eigenvalues $\omega_i^2>0$ for $i=1,\dots,N$.
- At the saddle $S$, with energy $V_S=V_A+\Delta V$, the matrix $H_S$ has one negative eigenvalue $-\omega_b^2$ and $N-1$ positive eigenvalues $\omega_j'^2$.

None of these eigenvalues is zero. The saddle leads from $A$ to one chosen neighbouring minimum $B$. Other exits have their own saddles, and their rates are added. Ordinary frequencies are $\nu=\omega/2\pi$, and $\beta=1/k_BT$.

### The rate as flux over population

Imagine many copies of the system, all in the region of $A$ and in thermal equilibrium there. Place a plane through $S$ with unit normal $n$, pointing from $A$ to $B$, and define

$$f(q)=n\cdot(q-q_S).\tag{3}$$

Near the saddle, the side $f<0$ belongs to $A$. Far from the saddle the boundary of $A$ may have to bend, but there it should run at energies so high above $V_S$ that its contribution is negligible. This is a condition on the potential and on the choice of plane.

A copy with normal velocity $v=\dot f=n\cdot\dot q>0$ crosses the plane within the short time $dt$ if it starts in the layer $-v\,dt<f<0$. That layer has thickness $v\,dt$. Dividing the number of such crossings by $dt$ and by the number of copies in $A$ gives the transition-state rate

$$k=\frac{\langle\delta(f)\,\dot f\,\theta(\dot f)\rangle}{\langle\theta_A\rangle}.\tag{4}$$

Here $\theta$ is the unit step, $\theta_A$ is one inside $A$ and zero outside, and the brackets are equilibrium averages. Two assumptions enter. The population of $A$ stays in internal equilibrium while it leaks out, and each outward crossing is counted as a completed jump. The second assumption depends on the plane, and it is examined in the second half.

### The velocity average

In equilibrium, velocities and positions are independent. By (1) the velocity distribution is proportional to $e^{-\beta|\dot q|^2/2}$, which looks the same in every direction. The component $v$ along any unit vector $n$ therefore has the normalized distribution $\sqrt{\beta/2\pi}\,e^{-\beta v^2/2}$, and

$$\langle v\,\theta(v)\rangle=\sqrt{\frac{\beta}{2\pi}}\int_0^\infty v\,e^{-\beta v^2/2}\,dv
=\sqrt{\frac{\beta}{2\pi}}\;\frac1\beta=\sqrt{\frac{k_BT}{2\pi}} .\tag{5}$$

The integral equals $1/\beta$ because the integrand is the derivative of $-e^{-\beta v^2/2}/\beta$. No mass appears, since the masses are contained in $q$.

What remains of (4) is a ratio of integrals over positions:

$$k=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\displaystyle\int_{f=0}e^{-\beta V}\,dS}{\displaystyle\int_A e^{-\beta V}\,d^Nq}.\tag{6}$$

The numerator has one dimension fewer than the denominator. This one missing dimension is the origin of the one missing frequency in the final formula. Up to here no harmonic approximation has been made.

### The population of the well

When $k_BT\ll\Delta V$, and the well is close to parabolic over the range of thermal motion, the denominator is governed by the neighbourhood of $A$. There

$$V\simeq V_A+\tfrac12\sum_{i=1}^N\omega_i^2Q_i^2,\tag{7}$$

where the $Q_i$ are the displacements along the eigenvectors of $H_A$. The change from $q$ to $Q$ is a shift and an orthogonal transformation, so the volume element is unchanged. The integrand has decayed long before the boundary of $A$ is reached, and the limits may be extended to infinity. Each coordinate contributes

$$\int_{-\infty}^{\infty}e^{-\beta\omega_i^2Q_i^2/2}\,dQ_i=\sqrt{\frac{2\pi k_BT}{\omega_i^2}}=\frac{\sqrt{2\pi k_BT}}{\omega_i}.$$

The product over all $N$ modes is

$$\int_Ae^{-\beta V}d^Nq\simeq e^{-\beta V_A}\,\frac{(2\pi k_BT)^{N/2}}{\prod_{i=1}^N\omega_i}.\tag{8}$$

A soft mode, with small $\omega_i$, gives the well a large volume. The population is then spread out, and a smaller part of it is near the exit at any moment.

### The plane normal to the unstable mode

At the saddle, let $Q_b$ be the displacement along the unstable eigenvector $e_b$ and $Q_j$ those along the stable ones:

$$V\simeq V_S-\tfrac12\omega_b^2Q_b^2+\tfrac12\sum_{j=1}^{N-1}\omega_j'^2Q_j^2.\tag{9}$$

Choose $n=e_b$. On the plane $Q_b=0$, the unstable term vanishes, and the $N-1$ stable coordinates cover the plane. The same Gaussian integral as before gives

$$\int_{f=0}e^{-\beta V}dS\simeq e^{-\beta V_S}\,\frac{(2\pi k_BT)^{(N-1)/2}}{\prod_{j=1}^{N-1}\omega'_j}.\tag{10}$$

Insert (8) and (10) into (6). The powers of $2\pi k_BT$ combine to

$$(2\pi k_BT)^{(N-1)/2-N/2}=(2\pi k_BT)^{-1/2},$$

and this meets the velocity factor:

$$\sqrt{\frac{k_BT}{2\pi}}\;\frac1{\sqrt{2\pi k_BT}}=\frac1{2\pi}.$$

The temperature has cancelled from the prefactor. Hence

$$k=\frac1{2\pi}\,\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega'_j}\,e^{-\Delta V/k_BT}.$$

Writing $\omega=2\pi\nu$ everywhere produces $(2\pi)^N$ above and $(2\pi)^{N-1}$ below. Their quotient $2\pi$ cancels the prefactor $1/2\pi$, and the result is Vineyard's formula:

$$k=\nu^*e^{-\Delta V/k_BT},\qquad \nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}.\tag{11}$$

There are $N$ frequencies above and $N-1$ below, so the quotient has the unit of one frequency.

### Reading the ratio

For $N=1$ the denominator is an empty product, equal to one, and $\nu^*$ is the frequency of the well. This is the picture of one attempt per vibration.

Next suppose that one coordinate leads over the barrier and all others are decoupled from it, with frequencies $\nu_2,\dots,\nu_N$ at the well and $\nu'_2,\dots,\nu'_N$ at the saddle. Then

$$\nu^*=\nu_1\prod_{j=2}^N\frac{\nu_j}{\nu'_j}.$$

If the sideways frequencies do not change, $\nu^*=\nu_1$ again. If the passage is narrow, so that $\nu'_j>\nu_j$, the attempt frequency falls below $\nu_1$. The atom still oscillates at $\nu_1$, but a smaller part of the sideways thermal distribution fits through the passage. If the passage is wide, $\nu^*$ exceeds $\nu_1$. The prefactor thus contains the change in vibrational entropy between well and dividing plane as well as a time scale.

### Why this plane and not another

The choice $n=e_b$ made the integral easy, which is not yet a reason for it. Consider any unit normal $n$. Let the columns of the $N\times(N-1)$ matrix $B$ be an orthonormal basis of the plane. A point on the plane is $q=q_S+B\xi$, and the energy there is $V_S+\frac12\xi^TH_\perp\xi$ with

$$H_\perp=B^TH_SB.$$

If $H_\perp$ is positive definite, the integral over the plane is $e^{-\beta V_S}(2\pi k_BT)^{(N-1)/2}/\sqrt{\det H_\perp}$. If it is not, the plane runs downhill or stays level in some direction, and the harmonic integral diverges.

The determinant can be expressed through $n$. Put $n$ and $B$ side by side to form the orthogonal matrix $O=(n,B)$. Then

$$O^TH_SO=\begin{pmatrix}n^TH_Sn&n^TH_SB\\ B^TH_Sn&H_\perp\end{pmatrix}.$$

The upper left element of the inverse of any invertible matrix is the cofactor of its upper left element divided by the determinant. Here the cofactor is $\det H_\perp$, and the determinant is $\det H_S$. The inverse itself is $O^TH_S^{-1}O$, whose upper left element is $n^TH_S^{-1}n$. Therefore

$$\det H_\perp=\det H_S\;\,n^TH_S^{-1}n.\tag{12}$$

Let $n_b$ and $n_j$ be the components of $n$ along the unstable and stable eigenvectors, with $n_b^2+\sum_jn_j^2=1$. Then

$$n^TH_S^{-1}n=-\frac{n_b^2}{\omega_b^2}+\sum_j\frac{n_j^2}{\omega_j'^2}.\tag{13}$$

Since $\det H_S<0$, the determinant (12) is positive when (13) is negative. This is also sufficient for $H_\perp$ to be positive definite. If $H_\perp$ had two negative eigenvalues, $H_S$ would be negative on a two-dimensional space; such a space contains a vector orthogonal to $e_b$, on which $H_S$ is positive, a contradiction. With at most one negative eigenvalue and a positive determinant, $H_\perp$ has none.

Repeating the steps from (10) to (11) with $\sqrt{\det H_\perp}$ in place of $\prod_j\omega_j'$ gives the prefactor for a general plane:

$$\nu_n=\frac1{2\pi}\left[\frac{\det H_A}{|\det H_S|\;|n^TH_S^{-1}n|}\right]^{1/2}.\tag{14}$$

For an admissible plane, (13) yields

$$|n^TH_S^{-1}n|=\frac{n_b^2}{\omega_b^2}-\sum_j\frac{n_j^2}{\omega_j'^2}\le\frac{n_b^2}{\omega_b^2}\le\frac1{\omega_b^2}.\tag{15}$$

Equality requires all $n_j=0$, that is, $n=\pm e_b$. The flux is therefore smallest for the plane normal to the unstable mode. At this minimum, $|\det H_S|/\omega_b^2=\prod_j\omega_j'^2$: the unstable frequency is divided out of the saddle determinant, and (14) becomes (11).

The smallest flux is the best estimate for the following reason. A trajectory that passes from $A$ to $B$ must cross the surface outward at least once. It may cross outward several times, with returns in between, and some trajectories cross outward and go back to $A$. The outward flux thus counts at least as many events as there are passages. It is an upper bound on the equilibrium rate of passage, and among the planes the lowest bound is the closest one.

## Second half: recrossing, masses, and a worked example

### Symbols and results carried over

Mass-weighted coordinates are $q_i=\sqrt{m_i}\,x_i$. The force-constant matrix $\Phi$ holds the second derivatives of $V$ with respect to the $x_i$, and $H_{ij}=\Phi_{ij}/\sqrt{m_im_j}$. At the well $A$ the eigenvalues of $H_A$ are $\omega_i^2$. At the saddle $S$ those of $H_S$ are $-\omega_b^2$ and $\omega_j'^2$, with displacements $Q_b$ and $Q_j$ along the eigenvectors. A dividing plane through $S$ has unit normal $n$, with components $n_b$ and $n_j$ along these eigenvectors. The harmonic flux through it, divided by the population of $A$, is $\nu_ne^{-\Delta V/k_BT}$ with

$$\nu_n=\frac1{2\pi}\left[\frac{\det H_A}{|\det H_S|\,|n^TH_S^{-1}n|}\right]^{1/2},\qquad |n^TH_S^{-1}n|=\frac{n_b^2}{\omega_b^2}-\sum_j\frac{n_j^2}{\omega_j'^2}.\tag{16}$$

The smallest value belongs to the plane normal to the unstable mode and is Vineyard's $\nu^*=\prod_{i=1}^N\nu_i/\prod_{j=1}^{N-1}\nu_j'$.

The equilibrium flux through a plane at the saddle has given Vineyard's ratio for the attempt frequency, and the plane normal to the unstable mode has the smallest harmonic flux. What remains is to see how recrossing corrects the other planes, where the masses act, and how the opening example yields its low frequency.
